**Cauchy relations for pair forces, and internal strain in the diamond structure**

For a pair potential \(\phi(r)\), with \(\alpha=\phi''-\phi'/r\) and \(\beta=\phi'/r\), the clamped constants \(C^0_{ijkl}=\frac1{2\Omega}\sum\alpha R_iR_jR_kR_l/r^2\) are fully symmetric and the relaxed ones are \(C=C^0-D^TE^{-1}D\), where \(\Omega\) is the cell volume, \(\mathbf R\) a bond vector, \(D\) the strain-shift coupling and \(E\) the shift stiffness; \(B\) is the derivative of the Cauchy stress, \(P\) the pressure and \(\zeta\) the Kleinman parameter, all in Hartree atomic units. The program asserts that finite differences of the energy or stress, with numerically relaxed atoms, match these sums for triclinic, fcc, perovskite, fluorite and diamond lattices, that \(B\) differs from \(C\) by the initial-stress terms (\(B_{12}-B_{44}=2P\) in compressed fcc), and that forces under a random finite strain vanish in perovskite but not in fluorite or diamond. For a two-shell diamond model at zero stress it asserts the closed forms of \(C_{11}\), \(C_{12}\), \(C_{44}\), \(D\), \(E\) and \(\zeta\), their agreement with the long-wave acoustic slopes and the zone-centre optical mode, and positive modes at every point of an \(8^3\) mesh other than the zone centre. The output gives \(C_{11}=915\), \(C_{12}=C^0_{44}=659\) and \(C_{44}=287\) GPa with \(\zeta=0.924\), and \(C_{44}=0\) within numerical noise, with \(\zeta=1\), for the first shell alone. A bond-bending term of relative strength \(G/A\) is asserted to give \(C_{12}>C_{44}\) just below \(\sqrt5-2\) and \(C_{12}<C_{44}\) just above it. The triclinic, perovskite, fluorite and five-shell diamond cases are held at fixed lattice constants and are not relaxed to zero stress; the printed ratio \((C_{12}-C_{44})/C_{11}=-3.63\) for five-shell diamond, with \(C_{12}-C_{44}\) asserted positive, means that \(C_{11}\) is negative there.

## Numerical check

```python
# Cauchy relations. Pair energy (1/2) sum phi(r); alpha = phi''-phi'/r, beta = phi'/r.
# Clamped C0_ijkl = (1/2V) sum alpha RiRjRkRl/r^2 is fully symmetric; relaxed
# C = C0 - D^T E^-1 D (D strain-shift coupling, E shift stiffness); D = 0 if every
# atom is an inversion centre. B = d(Cauchy stress)/d(strain); B12-B44 = 2P + C12-C44.
# Diamond: C12-C44 = D^2/E, shift u_x = -zeta (a/4) eta4. Hartree atomic units.
import numpy as np
from itertools import product, combinations
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
GPA = pc['Hartree energy'][0] / pc['Bohr radius'][0]**3 / 1e9
VO = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
PAIRS = [((1,2),(3,3)), ((0,2),(4,4)), ((0,1),(5,5)), ((0,3),(4,5)), ((1,4),(3,5)), ((2,5),(3,4))]
ONE = np.eye(3); U6 = np.eye(6); PU = "Ha/bohr^3"
def out(label, v, unit=""): print(f"{label} = {v:.6g} {unit}")
def tensor(e):
    return np.array([[e[0], e[5]/2, e[4]/2], [e[5]/2, e[1], e[3]/2], [e[4]/2, e[3]/2, e[2]]])
def stretch(e):
    w, v = np.linalg.eigh(ONE + 2*tensor(e)); return (v*np.sqrt(w)) @ v.T
def cstep(f, x):
    return np.array([f(x + 1e-30j*d).imag/1e-30 for d in np.eye(len(x))])
def close(x, y, tol=1e-6):
    x, y = np.asarray(x), np.asarray(y); return abs(x-y).max() <= tol*abs(y).max()
def violation(C): return max(abs(C[p]-C[q]) for p, q in PAIRS)
def morse(d, r0, s=0.8):
    def f(r):
        x = np.exp(-s*(r-r0)); return d*(x*x-2*x), 2*d*s*(x-x*x), 2*d*s*s*(2*x*x-x)
    return f

class Solid:
    def relax(s, F):
        x = np.zeros(3*s.n-3)
        if s.n == 1: return x
        if not hasattr(s, 'H'):
            s.H = np.array([(s.grad(ONE, 1e-5*d)-s.grad(ONE, -1e-5*d))/2e-5 for d in np.eye(len(x))])
        for _ in range(12): x = x - np.linalg.solve(s.H, s.grad(F, x))
        assert abs(s.grad(F, x)).max() < 1e-12
        return x
    def C_fd(s, relaxed=True):   # second differences of the energy, Richardson extrapolated
        def en(e):
            F = stretch(e); return s.energy(F, s.relax(F) if relaxed else np.zeros(3*s.n-3))
        C = np.zeros((6, 6))
        for a in range(6):
            for b in range(a, 6):
                p, m = U6[a]+U6[b], U6[a]-U6[b]
                g = lambda h: (en(h*p)+en(-h*p)-en(h*m)-en(-h*m))/(4*h*h*s.vol)
                C[a, b] = C[b, a] = (4*g(1e-3)-g(2e-3))/3
        return C

class Crystal(Solid):
    def __init__(s, cell, pos, cut, makepot):
        T = np.array(list(product(range(-4, 5), repeat=3))) @ cell
        s.n = len(pos); I, J, R = [], [], []
        for i, j in product(range(s.n), repeat=2):
            v = T + pos[j] - pos[i]; r = np.linalg.norm(v, axis=1); k = (r > 1e-9) & (r < cut)
            I += [i]*int(k.sum()); J += [j]*int(k.sum()); R.append(v[k])
        s.I, s.J, s.R = np.array(I), np.array(J), np.vstack(R)
        s.r = np.linalg.norm(s.R, axis=1); s.vol = abs(np.linalg.det(cell))
        s.A, s.B = np.eye(s.n)[s.I], np.eye(s.n)[s.J]; s.pot = makepot(s)
    def vec(s, F, x):
        u = np.vstack([np.zeros((1, 3)), x.reshape(s.n-1, 3)])
        v = s.R @ F.T + u[s.J] - u[s.I]; return v, np.sqrt((v*v).sum(1))
    def energy(s, F, x): return 0.5*s.pot(s.vec(F, x)[1])[0].sum()
    def force(s, F, x):
        v, r = s.vec(F, x); return s.A.T @ (v*(s.pot(r)[1]/r)[:, None])
    def grad(s, F, x): return -s.force(F, x)[1:].ravel()
    def stress(s, F):
        v, r = s.vec(F, s.relax(F))
        return 0.5*np.einsum('b,bi,bj', s.pot(r)[1]/r, v, v)/(s.vol*np.linalg.det(F))
    def B_fd(s):
        sv = lambda e: np.array([s.stress(ONE+tensor(e))[p] for p in VO])
        g = lambda h: np.array([(sv(h*d)-sv(-h*d))/(2*h) for d in U6]).T
        return (4*g(5e-4)-g(1e-3))/3
    def phi(s):
        _, d1, d2 = s.pot(s.r); al, be = d2-d1/s.r, d1/s.r
        return al/s.r**2, np.einsum('b,bi,bj->bij', al/s.r**2, s.R, s.R) + be[:, None, None]*ONE
    def sums(s):   # derived lattice sums C0, D, E, C
        c, Phi = s.phi(); p = np.array([s.R[:, i]*s.R[:, j] for i, j in VO]).T; G = (s.B-s.A)[:, 1:]
        C0 = 0.5*np.einsum('b,ba,bc', c, p, p)/s.vol; m = 3*s.n-3
        if s.n == 1: return C0, None, None, C0
        D = 0.5*np.einsum('bk,b,bi,ba->kia', G, c, s.R, p).reshape(m, 6)/s.vol
        E = 0.5*np.einsum('bk,bl,bij->kilj', G, G, Phi).reshape(m, m)/s.vol
        return C0, D, E, C0 - D.T @ np.linalg.solve(E, D)
    def modes(s, q):   # eigenvalues m*omega^2 for equal masses
        Phi = s.phi()[1]
        M = np.einsum('bk,bl,bij->kilj', s.A, s.A, Phi) \
            - np.einsum('bk,bl,bij->kilj', s.A, s.B*np.exp(1j*(s.R @ q))[:, None], Phi)
        return np.linalg.eigvalsh(M.reshape(3*s.n, 3*s.n))

FCC = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]]); O = np.zeros((1, 3))
mono = lambda s: morse(0.01, 5.0)
print("Morse: depth 0.01 Ha, range 0.8 1/bohr, r0 5 bohr")
# triclinic Bravais lattice under general stress
tri = Crystal(np.array([[5.2, .3, -.2], [1.1, 5.6, .4], [.7, 1.5, 6.]]), O, 12.0, mono)
C, B, sg = tri.C_fd(), tri.B_fd(), tri.stress(ONE); d = ONE
assert close(C, tri.sums()[0]) and violation(C) < 1e-6*abs(C).max()
assert close(cstep(lambda e: tri.energy(ONE+tensor(e), np.zeros(0)), np.zeros(6))/tri.vol, [sg[p] for p in VO], 1e-12)
corr = np.array([[0.5*(sg[i,k]*d[j,l]+sg[i,l]*d[j,k]+sg[j,k]*d[i,l]+sg[j,l]*d[i,k])-sg[i,j]*d[k,l]
                  for k, l in VO] for i, j in VO])
assert close(B, C+corr) and violation(B) > 1e-3*abs(C).max()
out("triclinic: max|C|", abs(C).max(), PU); out("triclinic: max Cauchy violation of C", violation(C), PU)
out("triclinic: max Cauchy violation of B", violation(B), PU)
# fcc, four shells, zero stress and compressed
fcc = lambda a: Crystal(a*FCC, O, 1.5*a, mono)
a0 = brentq(lambda a: fcc(a).stress(ONE)[0, 0], 5, 8, xtol=1e-13)
B = fcc(a0).B_fd(); assert close(B, fcc(a0).sums()[0]) and close(B[0, 1], B[3, 3])
out("fcc a0", a0, "bohr"); out("fcc B11", B[0,0], PU); out("fcc B12", B[0,1], PU); out("fcc B44", B[3,3], PU)
c = fcc(0.97*a0); B = c.B_fd(); P = -c.stress(ONE)[0, 0]; C = c.C_fd()
assert P > 0 and close(B[0,1]-B[3,3], 2*P, 1e-5) and close(C[0,1], C[3,3])
out("fcc at 0.97 a0: P", P, PU); out("  C12", C[0,1], PU); out("  C44", C[3,3], PU)
out("  B12", B[0,1], PU); out("  B44", B[3,3], PU); out("  (B12-B44)/P", (B[0,1]-B[3,3])/P)
# site symmetry: perovskite, fluorite, five-shell diamond
def species(sp, dep, r0):
    sp, dep, r0 = map(np.array, (sp, dep, r0))
    return lambda s: morse(dep[sp[s.I], sp[s.J]], r0[sp[s.I], sp[s.J]])
per = Crystal(7.5*ONE, 7.5*np.array([[0,0,0],[.5,.5,.5],[.5,.5,0],[.5,0,.5],[0,.5,.5]]), 9.75,
      species([0,1,2,2,2], [[.002,.003,.01],[.003,.002,.03],[.01,.03,.005]],
              [[7.5,6.5,5.3],[6.5,7.5,3.8],[5.3,3.8,5.3]]))
flu = Crystal(10*FCC, 2.5*np.array([[0,0,0],[1,1,1],[-1,-1,-1]]), 10.5,
      species([0,1,1], [[.002,.02],[.02,.004]], [[7.,4.4],[4.4,5.]]))
DIA = np.array([[0, 0, 0], [.25, .25, .25]])
dia5 = Crystal(11*FCC, 11*DIA, 12.65, mono)
Fr = stretch(0.05*np.random.default_rng(1).normal(size=6)); x = 0.01*np.arange(1., 7.)
assert close(flu.grad(Fr, x), cstep(lambda y: flu.energy(Fr, y), x), 1e-11)
for name, c in (("perovskite", per), ("fluorite", flu), ("diamond 5 shells", dia5)):
    f = abs(c.force(Fr, np.zeros(3*c.n-3))).max(); C = c.C_fd(); C0, D, E, Cf = c.sums()
    assert close(C, Cf) and close(c.C_fd(False), C0)
    if c is per: assert f < 1e-13 and close(C[0,1], C[3,3], 1e-5)
    else: assert f > 1e-5 and np.linalg.eigvalsh(E).min() > 0 and C[0,1]-C[3,3] > 1e-3*abs(C).max()
    out(name+": max force, random strain", f, "Ha/bohr"); out("  (C12-C44)/C11", (C[0,1]-C[3,3])/C[0,0])
# worked example: two-shell diamond
def springs(a, k1, p1, k2, p2):
    def mk(s):
        k, p = np.where(s.r < .5*a, k1, k2), np.where(s.r < .5*a, p1, p2)
        return lambda r: (.5*k*(r-p)**2, k*(r-p), k)
    return Crystal(a*FCC, a*DIA, 0.75*a, mk)
def shifts(c): return np.array([(c.relax(stretch(1e-5*e))-c.relax(stretch(-1e-5*e)))/2e-5 for e in U6]).T
pattern = np.hstack([0*ONE, ONE])
k1, p1, k2, p2 = 0.3, 3.0, 0.03, 5.2; c1, c2 = 3**.5/4, .5**.5
print(f"diamond model: k1 {k1}, k2 {k2} Ha/bohr^2; rho1 {p1}, rho2 {p2} bohr")
a = (4*k1*p1*c1+12*k2*p2*c2)/(4*k1*c1**2+12*k2*c2**2); dm = springs(a, k1, p1, k2, p2)
assert abs(dm.stress(ONE)).max() < 1e-14
r1, r2 = c1*a, c2*a; g1, g2 = k1*(r1-p1), k2*(r2-p2); b1, b2 = g1/r1, g2/r2; al1, al2 = k1-b1, k2-b2
D, E = 4*al1/(3*a*a), 16*(al1+3*b1)/(3*a**3); z = al1/(al1+3*b1)
C11, C12 = (al1/3+4*al2)/a, (al1/3+2*al2)/a; C44 = C12 - z*al1/(3*a)
C, Cc = dm.C_fd(), dm.C_fd(False)
assert close([C[0,0], C[0,1], C[3,3], Cc[3,3]], [C11, C12, C44, C12]) and close(dm.B_fd(), C)
assert close(C[0,1]-C[3,3], D*D/E, 1e-5) and close(shifts(dm), -z*a/4*pattern)
fD = np.array([dm.grad(stretch(1e-5*e), np.zeros(3))-dm.grad(stretch(-1e-5*e), np.zeros(3)) for e in U6]).T
assert close(fD/(2e-5*dm.vol), D*pattern) and close(dm.H/dm.vol, E*ONE)
q = 1e-3   # long-wave limit, dispersion error of order (qa)^2
s100 = 2*dm.modes(q*ONE[0])[:3]/(dm.vol*q*q); s110 = 2*dm.modes(q*c2*np.array([1, 1, 0]))[:3]/(dm.vol*q*q)
assert close(s100, [C44, C44, C11], 1e-4) and close(s110, [(C11-C12)/2, C44, (C11+C12+2*C44)/2], 1e-4)
opt = dm.modes(np.zeros(3))[3:]; assert close(opt, 2*dm.vol*E*np.ones(3), 1e-10)
rec = 2*np.pi*np.linalg.inv(a*FCC).T
low = min(dm.modes(np.array(m) @ rec/8)[0] for m in product(range(8), repeat=3) if any(m)); assert low > 0
for l, v, u in [("a", a, "bohr"), ("Omega", dm.vol, "bohr^3"), ("r1", r1, "bohr"), ("r2", r2, "bohr"),
    ("phi1'", g1, "Ha/bohr"), ("phi2'", g2, "Ha/bohr"), ("alpha1", al1, "Ha/bohr^2"), ("beta1", b1, "Ha/bohr^2"),
    ("alpha2", al2, "Ha/bohr^2"), ("beta2", b2, "Ha/bohr^2"), ("D", D, "Ha/bohr^4"), ("E", E, "Ha/bohr^5"),
    ("zeta", z, ""), ("zeta from relaxed atoms", -4*shifts(dm)[0, 3]/a, ""),
    ("C44 from TA[100] slope", s100[0], PU), ("m*omega^2 optical at Gamma", opt[0], "Ha/bohr^2"),
    ("lowest m*omega^2, 8^3 mesh off Gamma", low, "Ha/bohr^2")]: out(l, v, u)
for l, v in [("C11", C11), ("C12", C12), ("C44 clamped (finite diff)", Cc[3,3]), ("C44 relaxed", C44),
             ("C44 relaxed (finite diff)", C[3,3]), ("C12-C44", C12-C44)]:
    print(f"{l} = {v:.6g} {PU} = {v*GPA:.1f} GPa")
# first shell only
an = p1/c1; nn = springs(an, k1, p1, 0.0, p2); C = nn.C_fd(); ref = k1/(3*an)
assert close([C[0,0], C[0,1]], [ref, ref]) and abs(C[3,3]) < 1e-6*ref and close(shifts(nn), -an/4*pattern)
out("first shell only: a", an, "bohr"); out("  C11", C[0,0], PU); out("  C12", C[0,1], PU)
out("  |C44|/C12", abs(C[3,3])/C[0,1]); out("  zeta", -4*shifts(nn)[0, 3]/an)
# first shell plus bond bending
class Bend(Solid):
    def __init__(s, g):
        s.g, s.n, s.vol = g, 2, an**3/4
        s.R = an/4*np.array([[1,1,1],[1,-1,-1],[-1,1,-1],[-1,-1,1.]])
    def energy(s, F, x):
        v = s.R @ F.T + x; e = .5*k1*((np.sqrt((v*v).sum(1))-p1)**2).sum()
        return e + 2*s.g/(2*p1**2)*sum(((v[i]*v[j]).sum()+p1**2/3)**2 for i, j in combinations(range(4), 2))
    def grad(s, F, x): return cstep(lambda y: s.energy(F, y), x)
A = k1/3; crit = 5**.5-2
for ratio in (0.9*crit, 1.1*crit):
    C = Bend(0.75*ratio*A).C_fd(); assert (C[0,1] < C[3,3]) == (ratio > crit)
gam = 0.03; G = 4*gam/3; kb = Bend(gam); C, Cc = kb.C_fd(), kb.C_fd(False)
assert close([C[0,0], C[0,1], Cc[3,3], C[3,3]], np.array([A+3*G, A-G, A+G, 4*A*G/(A+G)])/an)
out("bending: gamma", gam, "Ha/bohr^2"); out("  G/A", G/A); out("  critical G/A", crit)
out("  C11", C[0,0], PU); out("  C12", C[0,1], PU); out("  C44 clamped", Cc[3,3], PU); out("  C44 relaxed", C[3,3], PU)
out("1 Ha/bohr^3", GPA, "GPa")
print("tests ok")
```

Printed output:

```
Morse: depth 0.01 Ha, range 0.8 1/bohr, r0 5 bohr
triclinic: max|C| = 0.00108048 Ha/bohr^3
triclinic: max Cauchy violation of C = 7.30626e-14 Ha/bohr^3
triclinic: max Cauchy violation of B = 0.00066756 Ha/bohr^3
fcc a0 = 6.51719 bohr
fcc B11 = 0.00595179 Ha/bohr^3
fcc B12 = 0.00360682 Ha/bohr^3
fcc B44 = 0.00360682 Ha/bohr^3
fcc at 0.97 a0: P = 0.000501379 Ha/bohr^3
  C12 = 0.00520744 Ha/bohr^3
  C44 = 0.00520744 Ha/bohr^3
  B12 = 0.00570882 Ha/bohr^3
  B44 = 0.00470606 Ha/bohr^3
  (B12-B44)/P = 2 
perovskite: max force, random strain = 6.09864e-19 Ha/bohr
  (C12-C44)/C11 = -1.23238e-12 
fluorite: max force, random strain = 0.00584511 Ha/bohr
  (C12-C44)/C11 = 1.57782 
diamond 5 shells: max force, random strain = 0.00454246 Ha/bohr
  (C12-C44)/C11 = -3.63446 
diamond model: k1 0.3, k2 0.03 Ha/bohr^2; rho1 3.0, rho2 5.2 bohr
a = 7.11741 bohr
Omega = 90.1375 bohr^3
r1 = 3.08193 bohr
r2 = 5.03277 bohr
phi1' = 0.0245782 Ha/bohr
phi2' = -0.00501701 Ha/bohr
alpha1 = 0.292025 Ha/bohr^2
beta1 = 0.00797495 Ha/bohr^2
alpha2 = 0.0309969 Ha/bohr^2
beta2 = -0.000996869 Ha/bohr^2
D = 0.00768626 Ha/bohr^4
E = 0.0046736 Ha/bohr^5
zeta = 0.924276 
zeta from relaxed atoms = 0.924276 
C44 from TA[100] slope = 0.00974579 Ha/bohr^3
m*omega^2 optical at Gamma = 0.842533 Ha/bohr^2
lowest m*omega^2, 8^3 mesh off Gamma = 0.00962477 Ha/bohr^2
C11 = 0.0310969 Ha/bohr^3 = 914.9 GPa
C12 = 0.0223867 Ha/bohr^3 = 658.6 GPa
C44 clamped (finite diff) = 0.0223867 Ha/bohr^3 = 658.6 GPa
C44 relaxed = 0.0097458 Ha/bohr^3 = 286.7 GPa
C44 relaxed (finite diff) = 0.0097458 Ha/bohr^3 = 286.7 GPa
C12-C44 = 0.0126409 Ha/bohr^3 = 371.9 GPa
first shell only: a = 6.9282 bohr
  C11 = 0.0144338 Ha/bohr^3
  C12 = 0.0144338 Ha/bohr^3
  |C44|/C12 = 1.86663e-11 
  zeta = 1 
bending: gamma = 0.03 Ha/bohr^2
  G/A = 0.4 
  critical G/A = 0.236068 
  C11 = 0.0317543 Ha/bohr^3
  C12 = 0.00866025 Ha/bohr^3
  C44 clamped = 0.0202073 Ha/bohr^3
  C44 relaxed = 0.0164957 Ha/bohr^3
1 Ha/bohr^3 = 29421 GPa
tests ok
```
